# Converging One Polymorph Does Not Converge a Phase Energy Difference

**The argument under comment.** Suppose that a study of hafnia polymorphs justifies its numerical settings as follows; the argument is made up for this discussion. The total energy of the monoclinic phase changes by less than the tolerance when the plane-wave cutoff or the \(N\times N\times N\) mesh is increased. The same settings are therefore used for the tetragonal and polar orthorhombic phases. Since all phases contain the same atoms and are treated identically, their energy differences are converged to the same tolerance.

The first sentence reports a useful test of one phase. The conclusion needs a further premise: that the other phases have small errors too, or errors nearly equal to that of the monoclinic phase. Neither was tested. The monoclinic and polar orthorhombic cells hold four formula units and the primitive tetragonal cell holds two, so the same \(N\) samples them differently. The Hf–O bond lengths differ as well. The question is whether such differences can spoil the cancellation, and by how much.

## What has to cancel

Let \(e_P(s)\) be the energy per formula unit of phase \(P\) at numerical settings \(s\), and \(e_P\) its converged value within the same physical model. Define the error \(d_P(s)=e_P(s)-e_P\). Then

\[
[e_B(s)-e_A(s)]-[e_B-e_A]=d_B(s)-d_A(s).
\]

Knowing that \(|d_A|\) is small says nothing about \(d_B\). If both are bounded, the triangle inequality gives

\[
|d_B-d_A|\le |d_A|+|d_B| .
\]

Two phases converged separately to a tolerance \(\tau\) thus guarantee their difference to \(2\tau\), not to \(\tau\). The identity also allows the opposite outcome: two large but nearly equal errors leave an accurate difference. The authors' appeal to cancellation is therefore not absurd, but it is a claim about \(d_B-d_A\), and a test on one phase cannot support it.

## A case in which the errors are known

To measure true errors one needs a converged reference. I use a one-dimensional insulator that can be solved without plane waves. It is not a model of hafnia's energetics; it shows how numerical errors can differ between phases with different cells and bond lengths.

In Rydberg atomic units the kinetic energy of a wave \(e^{iqx}\) is \(q^2\), and

\[
H=-\frac{d^2}{dx^2}-\sum_j g_j\,\delta(x-x_j).
\]

Each formula unit MX has one well with \(g_M=0.5\) and one with \(g_X=1\) Ry bohr, and two independent electrons. Phase A has one unit in a cell of 6 bohr, with both M–X distances equal to 3 bohr. Phase B has two units in 12 bohr, with short bonds of 1 and 1.5 bohr. The length per unit is the same, so the phases differ only in where the wells sit. Ion repulsion is omitted: for fixed positions, and evaluated without error, it would shift the phase difference but not \(d_B-d_A\). Self-consistency is omitted too.

The reference follows from carrying \((\psi,\psi')\) through one cell. Integrating the Schrödinger equation across a well gives the jump \(\psi'(x_j^+)-\psi'(x_j^-)=-g_j\psi(x_j)\). Over a free stretch \(\ell\), with \(p=\sqrt E\),

\[
\begin{pmatrix}\psi\\ \psi'\end{pmatrix}\to
\begin{pmatrix}\cos p\ell & p^{-1}\sin p\ell\\ -p\sin p\ell&\cos p\ell\end{pmatrix}
\begin{pmatrix}\psi\\ \psi'\end{pmatrix}.
\]

Every factor has determinant 1, and so has their product \(T(E)\). A Bloch state is multiplied by \(e^{i\theta}\) over one cell, where \(\theta=kL\). The two eigenvalues of \(T\) are then \(e^{i\theta}\) and \(e^{-i\theta}\), so that

\[
\operatorname{tr}T(E)=2\cos\theta .
\]

Its lowest root (A) or two lowest roots (B) are the occupied levels at that \(\theta\). Both phases are insulating, with gaps of 0.264 Ry (A) and 0.487 Ry (B). The converged energies per unit are \(-0.5458\) and \(-0.6813\) Ry, a difference of \(-0.1356\) Ry, or \(-1.844\) eV. This large value belongs to the model without ion repulsion and should not be compared with real polymorphs.

## The reciprocal mesh

Let \(s(\theta)\) be the occupied band energy per formula unit, counting both spins. It is periodic and, by time reversal, even:

\[
s(\theta)=S_0+2\sum_{R=1}^{\infty}S_R\cos R\theta,
\qquad
S_R=\frac1\pi\int_0^\pi s(\theta)\cos R\theta\,d\theta .
\]

The converged energy is the average \(S_0\). A mesh containing \(k=0\) uses \(\theta_n=2\pi n/N\), with \(n=0,\dots,N-1\). The mesh average of \(\cos R\theta_n\) is the real part of a geometric sum. It is 1 when \(R\) is a multiple of \(N\), because every term is then 1, and 0 otherwise. Hence

\[
d(N)=2\sum_{m=1}^{\infty}S_{mN}.
\]

The mesh mistakes the harmonics \(N,2N,\dots\) for a constant. For A, \(S_3=-2.425\) mRy, so the leading estimate at \(N=3\) is \(2S_3=-4.85\) mRy; the actual error is \(-4.71\) mRy, the rest coming from higher multiples.

For an insulator the coefficients fall exponentially. The sum of occupied levels can be written as a contour integral of \(z\operatorname{Tr}(z-H_\theta)^{-1}\) around them. The gap keeps the contour clear of other levels, so \(s\) is analytic for real \(\theta\) and, by continuity, in a strip around the real axis. Crossings among occupied levels do no harm, since only their sum enters. Write \(S_R=(2\pi)^{-1}\int_0^{2\pi}s(\theta)e^{iR\theta}d\theta\) and move the path to \(\theta+i\eta\) inside the strip. The two end pieces cancel by periodicity, and

\[
|S_R|\le e^{-\eta R}\max_\theta|s(\theta+i\eta)| .
\]

The width of the strip belongs to the phase, and \(R\) counts cells of that phase. Harmonic \(N\) corresponds to a distance \(NL\) in the crystal. Equal \(N\) in unequal cells is therefore unequal sampling. In a metal with sharp, unsmeared occupations the occupied sum jumps where a band crosses the Fermi level, or has a kink there if energies are measured from that level, and the exponential bound is lost.

The errors in mRy per formula unit are:

| \(N\) | \(d_A\) | \(d_B\) | \(d_B-d_A\) |
|---:|---:|---:|---:|
| 1 | −132.45 | 8.15 | 140.60 |
| 2 | 22.39 | 0.16 | −22.23 |
| 3 | −4.71 | 0.01 | 4.71 |
| 4 | 1.40 | 0.00 | −1.40 |
| 6 | 0.15 | 0.00 | −0.15 |

Suppose the study converges B to 1 mRy. It finds \(N=2\) sufficient, with a true error of 0.16 mRy. It then uses \(N=2\) for A. The phase difference is wrong by \(-22.2\) mRy, or \(-302\) meV: 22 times the tolerance and 16% of the difference itself. The test on B was correct; it just had no bearing on A. At \(N=1\) the two errors have opposite signs, and the difference is worse than either energy.

Had the study tested A first, it would have needed \(N=5\), and that mesh would have served B as well. The argument can thus reach a correct number by a fortunate choice of test phase, which is no reason to trust it elsewhere.

## Does equal sampling density repair the argument?

The authors might reply that they would match the density of k points. For one and the same crystal this works. Describe A in a doubled cell of length \(2L\), with \(N\) points. The wave vectors in the basis are

\[
q=\frac{2\pi n}{N(2L)}+\frac{2\pi m}{2L}=\frac{2\pi(n+mN)}{2NL}.
\]

As \(n\) runs from 0 to \(N-1\) and \(m\) over the integers, \(n+mN\) takes every integer value once. The primitive cell with \(2N\) points gives the same set of \(q\). The Hamiltonian couples the same waves in both descriptions, and at the same cutoff the energies must agree. At 400 Ry, three points in the doubled cell and six in the primitive cell both give \(-0.53031160\) Ry.

This identity concerns one crystal. Phase B is not A in a larger cell: its wells have moved, and its \(S_R\) are different numbers. With four points for A and two for B, both sampled lengths are 24 bohr. The error of the difference is then

\[
0.162-1.402=-1.240\ \text{mRy}.
\]

That is 18 times smaller than with equal \(N\), so matching the density is sensible. It is still above the tolerance, although B alone is converged six times better than required. Over 12 bohr, A's coefficients fall from \(S_2=10.42\) to \(S_4=0.69\) mRy, a factor of 15; B's fall from \(S_1=3.99\) to \(S_2=0.081\) mRy, a factor of 49. Here the phase with the larger gap has the faster decay, but two phases do not establish a rule.

Mesh offsets matter too. If every \(\theta_n\) is shifted by \(\pi/N\), the average of \(\cos mN\theta\) becomes \(\cos m\pi=(-1)^m\), and

\[
d_{\rm shifted}(N)=2\sum_{m\ge1}(-1)^mS_{mN}.
\]

The leading error changes sign. For A at \(N=2\), the first two terms give \(-2(10.42)+2(0.69)=-19.5\) mRy in place of \(+22.4\) mRy. Two phases with different offsets can therefore have their errors added where equal offsets would have subtracted them.

## The plane-wave cutoff

Here the authors' intuition has more substance. At a fixed mesh, a cutoff restricts the states to a subspace. By the variational principle, the sum of the lowest levels in a subspace cannot lie below the corresponding sum in the full space. Measured against the complete basis on the same mesh, both cutoff errors are therefore non-negative, and

\[
|d_B-d_A|\le\max(d_A,d_B).
\]

The bound assumes that only the basis changes. In codes where the density or augmentation grids change with the cutoff, the energy functional changes too, and the errors need not be strictly non-negative.

How much cancels depends on what the missing waves do. Expand \(\psi=L^{-1/2}\sum_q c_qe^{iqx}\), with \(q=k+2\pi m/L\). Projecting the Schrödinger equation on one wave gives

\[
(q^2-E)c_q=L^{-1/2}\sum_j g_j e^{-iqx_j}\psi(x_j).
\]

Divide by \(q^2-E\), sum back to obtain \(\psi(x_i)\), and write \(f_j=g_j\psi(x_j)\):

\[
\frac{f_i}{g_i}=\sum_jK_{ij}f_j,\qquad
K_{ij}=\frac1L\sum_q\frac{e^{iq(x_i-x_j)}}{q^2-E}.
\]

A cutoff \(|q|\le Q=\sqrt{E_{\rm cut}}\) removes the tail of each \(K_{ij}\). On the diagonal, for \(Q^2\gg|E|\), the sum with spacing \(2\pi/L\) becomes an integral over both signs of \(q\):

\[
t=\frac1L\,\frac{L}{2\pi}\,2\int_Q^\infty\frac{dq}{q^2}=\frac1{\pi Q}.
\]

Between wells a distance \(d\) apart, the integrand carries \(\cos qd\), and the tail is of order \(1/(Q^2d)\). Replacing the sum by an integral makes an error of order \(1/(LQ^2)\), because the cutoff falls somewhere between two allowed waves. Both are one power of \(1/Q\) smaller than \(t\). Keeping \(t\) alone,

\[
\frac{f_i}{g_i}=\sum_jK_{ij}f_j-tf_i
\quad\Longrightarrow\quad
\left(\frac1{g_i}+t\right)f_i=\sum_jK_{ij}f_j .
\]

This is the complete-basis problem with weaker wells,

\[
g_i'=\frac{g_i}{1+g_it}\simeq g_i-g_i^2t .
\]

A finite cutoff blunts the cusp of \(\psi\) at a well, and the electrons lose part of the attraction. Since \(H\) contains \(-g_j\delta(x-x_j)\), the Hellmann–Feynman theorem gives \(\partial e/\partial g_j=-n_j\), where \(n_j\) is the electron density at the well. Multiplying by the change \(-g_j^2t\) and summing over one formula unit (averaged over the two units in B),

\[
d_P\simeq\frac{W_P}{\pi Q},\qquad W_P=\sum_jg_j^2n_j,
\qquad
d_B-d_A\simeq\frac{W_B-W_A}{\pi Q}.
\]

Bond lengths enter through the densities at the wells. An isolated X well shows the common part. Its state is \(\sqrt\kappa\,e^{-\kappa|x|}\), and the jump condition gives \(2\kappa=g_X\). Two electrons have density \(2\kappa=g_X\) at the well, so \(W=g_X^3=1\) Ry² bohr. If all wells are moved far apart, both phases approach this value. The leading cutoff error then cancels, and since the occupied bands become flat, the mesh error vanishes too. In that limit the disputed argument holds for the absolute error, but only because the two phases become the same collection of isolated wells: their energy difference vanishes as well, and the cutoff error need not shrink relative to it.

At the actual distances the densities per bohr at M and X are 0.175 and 0.937 in A, and 0.498 and 0.967 in B. Hence

\[
W_A=0.25(0.175)+0.937=0.981,\qquad
W_B=0.25(0.498)+0.967=1.091
\]

in Ry² bohr. About nine tenths of the error is common. Of the remaining 0.110, the M wells supply \(0.25(0.498-0.175)=0.081\): the rearranged wells put nearly three times as much density on M.

Plane-wave energies on well-sampled meshes (12 points for A, 6 for B) confirm this. At 10000 Ry, where \(Q=100\) bohr⁻¹, the errors are 3.12 mRy for A and 3.47 mRy for B. Their difference is 0.357 mRy, against a predicted \(0.1104/(100\pi)\) Ry \(=0.351\) mRy. At 400 Ry the difference is 1.59 mRy and the prediction 1.76 mRy. Using the full weakened wells in place of the linear formula gives 1.75 mRy, hardly a change, so the discrepancy must come mainly from the intersite and edge terms that both forms neglect.

At 1600 Ry the total energies are wrong by 7.7 and 8.5 mRy, yet their difference is wrong by only 0.85 mRy. Demanding 1 mRy from each total would reject a cutoff whose error in the difference, taken alone, is within the tolerance. A test on one total can thus be too lenient, as with the mesh, or too strict, as here.

The slow law \(d\propto E_{\rm cut}^{-1/2}\) belongs to delta wells; for smooth pseudopotentials it must not be assumed. It does expose a weakness in the criterion that the energy should change by less than the tolerance. When the cutoff rises from 400 to 1600 Ry, the energy of A drops by \(15.3-7.7=7.6\) mRy, and 7.7 mRy of error remains. The last change is an estimate of the remaining error only if the rate of convergence is known.

## Both errors together

Take \(E_{\rm cut}=1600\) Ry and \(N=2\) for both phases. The computed difference is \(-0.1574\) Ry in place of \(-0.1356\) Ry, an error of \(-21.8\) mRy. The mesh accounts for \(-22.2\) mRy, and the cutoff on that mesh for \(+0.4\) mRy.

Two things follow. First, raising the cutoff at \(N=2\) would not reveal the fault. The difference would settle at the complete-basis value for that mesh, \(-135.6-22.2=-157.8\) mRy. A flat curve against one parameter shows convergence in that parameter alone. Second, the cutoff part is 0.40 mRy here but 0.85 mRy on the finer meshes. The two errors are not independent: a coarse mesh samples the densities \(n_j\) at few k points and also changes which waves lie near the cutoff. The second effect is of order \(1/(NLQ^2)\), about 0.05 mRy for A, and is too small to explain a change of 0.45 mRy; most of it comes from the densities.

## What the study should report

The claim should be replaced by a test of the quantity claimed. For each polymorph, the mesh should be refined in its own cell, along each reciprocal direction, until its energy is stable. In the model this gives \(N=5\) for A and \(N=2\) for B, and the mesh error of the difference, in the complete basis, is then 0.60 mRy. The cutoff error comes on top of this: at 1600 Ry it has the same sign, and \(0.60+0.85\) mRy exceeds the tolerance although each part alone is within it. The guarantee from two separate 1 mRy tests is 2 mRy; if the signs of the errors are unknown, a guarantee of 1 mRy requires the two bounds to sum to at most 1 mRy, for example 0.5 mRy for each phase.

The difference itself should then be tabulated against the cutoff at converged meshes, and against the meshes at the chosen cutoff, with more than one refinement. A single small change shows only that two successive errors are nearly equal, not that they are small. Pseudopotentials and functional must stay the same throughout. A common supercell, where one exists, equalizes the sampling and is worth using, but it does not replace these tests.

None of this shows that hafnia differences obtained in this way would be wrong. The model's errors cannot be transferred to hafnia, whose gaps, bonds and pseudopotentials are different. It shows that the evidence offered does not bear on the accuracy claimed. The values behind this comment are in the numerical output below.

## Table of computed values

```
well strengths M, X: 0.5, 1.0 Ry bohr
phase A: cell 6.0 bohr, wells at [0.0, 3.0] bohr, units 1
phase B: cell 12.0 bohr, wells at [0.0, 1.0, 6.0, 7.5] bohr, units 2
band gap of A: 0.2636 Ry
band gap of B: 0.4867 Ry
converged energy of A: -0.545794 Ry
converged energy of B: -0.681345 Ry
converged difference B-A: -0.135551 Ry = -1.84427 eV
mesh errors in mRy: N, A, B, B-A at equal N
   1  -132.45424     8.15074   140.60498
   2    22.38852     0.16211   -22.22641
   3    -4.70857     0.00523     4.71381
   4     1.40238     0.00020    -1.40218
   6     0.14954     0.00000    -0.14954
   8     0.01950     0.00000    -0.01950
  12     0.00044     0.00000    -0.00044
Fourier S_1..S_4 of A (mRy): -74.74568 10.41707 -2.42537 0.69122
Fourier S_1..S_4 of B (mRy): 3.99169 0.08095 0.00262 0.00010
A, Ecut 400 Ry: 6 k primitive -0.53031160, 3 k doubled -0.53031160 Ry
tolerance 1.0 mRy: smallest N for A 5, for B 2
B-A error, N=2 for both: -22.2264 mRy = -302.406 meV
B-A error, equal length (A 4, B 2): -1.2403 mRy
B-A error, each converged (A 5, B 2): 0.5983 mRy
A: density at M 0.17506, X 0.93726 per bohr; W 0.98103 Ry^2 bohr
B: density at M 0.49836, X 0.96681 per bohr; W 1.09140 Ry^2 bohr
cutoff errors in mRy: Ecut/Ry, A, B, B-A, B-A weakened wells, B-A density law
      400   15.2977   16.8880    1.5904    1.7526    1.7566
     1600    7.7026    8.5488    0.8463    0.8774    0.8783
    10000    3.1162    3.4732    0.3570    0.3512    0.3513
Ecut 1600 Ry, N=2 for both: B-A = -0.157380 Ry
  total error -21.8289 mRy, mesh part -22.2264 mRy, cutoff part 0.3975 mRy
```
